Magnetoresistance of a Coulomb-Blocked Single-Level Dot at High Bias

**1. Definitions and conventions**

A quantum dot with one orbital level of energy ε lies between two ferromagnetic contacts. The source, with Fermi level μ_S, supplies electrons; the drain, with Fermi level μ_D < μ_S, collects them. The bias is V = (μ_S − μ_D)/e, where e > 0 is the elementary charge. The current I is counted as positive when electrons go from source to drain.

The magnetizations are collinear. The spin index s is +1 (↑) for the majority spin of the source and −1 (↓) for its minority spin. If a contact has densities of states ρ₊ and ρ₋ for its own majority and minority spins, its polarization is

P = (ρ₊ − ρ₋)/(ρ₊ + ρ₋), 0 ≤ P < 1.

Hence ρ_± = ½(ρ₊ + ρ₋)(1 ± P). For a spin-conserving tunnel matrix element t that is the same for both spins, the golden rule gives the tunnel rates (2π/ħ)|t|²ρ_± = γ(1 ± P), where γ = (π/ħ)|t|²(ρ₊ + ρ₋) is the spin-averaged rate of one contact. Identical contacts have the same γ and the same P. If the minority spin has the larger density of states, P is negative; for identical contacts the magnetoresistance is unaffected, because it depends only on P².

Let L_s be the source rate and R_s the drain rate for spin s:

L_s = γ(1 + sP), R_s = γ(1 + ηsP).

Here η = +1 for parallel and η = −1 for antiparallel magnetizations. The currents are I_P and I_AP; in these subscripts P means "parallel". The magnetoresistance, at fixed bias, is

MR = (I_P − I_AP)/I_AP.

Since the resistance is V/I, this equals (R_AP − R_P)/R_P.

**2. Assumptions**

(A1) Tunnelling is sequential: ħγ ≪ kT, and ħγ is small compared with the distances in (A2) and (A3).

(A2) The bias is high: μ_S − ε ≫ kT and ε − μ_D ≫ kT.

(A3) Double occupation costs an extra energy U, with ε + U − μ_S ≫ kT. This is the operational meaning of infinite charging energy.

(A4) The spin on the dot neither relaxes nor precesses, no second orbital takes part, and no current bypasses the dot.

**3. Theorem**

Under (A1) to (A4), with identical contacts,

MR = 4P²/[3(1 − P²)].

**4. Lemma 1: three states suffice**

Let p_0, p_↑, p_↓ and p_2 be the probabilities of the empty, singly occupied and doubly occupied dot. In the steady state p_2 = 0, and

dp_s/dt = L_s p_0 − R_s p_s, p_0 + p_↑ + p_↓ = 1.

Proof. Let f_S and f_D be the Fermi functions of the contacts. An empty dot receives spin s at rate L_s f_S(ε) + R_s f_D(ε). A dot holding spin s loses it at rate L_s[1 − f_S(ε)] + R_s[1 − f_D(ε)]. By (A2), f_S(ε) → 1 and f_D(ε) → 0, so these rates become L_s and R_s.

Adding a second electron requires energy ε + U. By (A3), f_S(ε + U) → 0, and f_D is smaller still, so nothing flows into the doubly occupied state. That state would empty at the positive rate L_↑ + L_↓ + R_↑ + R_↓, so its steady probability is zero. ∎

**5. Lemma 2: the current**

In the steady state

I = e(L_↑ + L_↓)/(1 + L_↑/R_↑ + L_↓/R_↓).

Proof. Setting dp_s/dt = 0 gives p_s = p_0 L_s/R_s; the division is allowed because P < 1 makes R_s positive. Normalization then gives

p_0(1 + L_↑/R_↑ + L_↓/R_↓) = 1.

Electrons enter only when the dot is empty, at total rate L_↑ + L_↓, so I = e(L_↑ + L_↓)p_0. Inserting p_0 proves the lemma. ∎

The same formula follows from the time between successive entries. The empty dot waits for a mean time 1/(L_↑ + L_↓). The arriving electron has spin s with probability L_s/(L_↑ + L_↓) and stays for a mean time 1/R_s. The mean cycle time is therefore

τ = [1 + L_↑/R_↑ + L_↓/R_↓]/(L_↑ + L_↓),

and I = e/τ.

**6. Proof of the theorem**

In both configurations L_↑ + L_↓ = γ(1 + P) + γ(1 − P) = 2γ.

Parallel: L_s = R_s, so both ratios are 1 and

I_P = 2eγ/(1 + 1 + 1) = 2eγ/3.

Antiparallel: R_s = γ(1 − sP), so

L_↑/R_↑ + L_↓/R_↓ = (1 + P)/(1 − P) + (1 − P)/(1 + P)
= [(1 + P)² + (1 − P)²]/(1 − P²)
= 2(1 + P²)/(1 − P²).

The denominator in Lemma 2 becomes

1 + 2(1 + P²)/(1 − P²) = (1 − P² + 2 + 2P²)/(1 − P²) = (3 + P²)/(1 − P²),

and therefore

I_AP = 2eγ(1 − P²)/(3 + P²).

The ratio of the currents gives

MR = (3 + P²)/[3(1 − P²)] − 1
= [3 + P² − 3 + 3P²]/[3(1 − P²)]
= 4P²/[3(1 − P²)]. ∎

Remark on the definition. Dividing the current difference by I_P gives instead 1 − I_AP/I_P = 1 − 3(1 − P²)/(3 + P²) = 4P²/(3 + P²), which cannot exceed 1.

Remark on the mechanism. From p_s = p_0 L_s/R_s, the antiparallel probabilities are

p_0 = (1 − P²)/(3 + P²), p_↑ = (1 + P)²/(3 + P²), p_↓ = (1 − P)²/(3 + P²).

The spin that enters most often leaves most slowly. While it stays, charging keeps the other spin out. The empty dot is refilled at rate 2γ in both configurations, so the whole difference in current comes from the time the dot spends occupied. In the parallel case all three probabilities are 1/3: the source injects more ↑ than ↓, but the drain removes ↑ faster in the same proportion.

**7. Proposition 1: the role of charging**

If U = 0 and the other assumptions hold, then MR = P²/(1 − P²).

Proof. Without repulsion the two spins fill and empty independently. The mean occupation n_s obeys dn_s/dt = L_s(1 − n_s) − R_s n_s, so n_s = L_s/(L_s + R_s) and the current of spin s is

I_s = eR_s n_s = eL_s R_s/(L_s + R_s).

In the parallel case I_s = eγ(1 + sP)/2, with sum eγ. In the antiparallel case L_s R_s = γ²(1 − P²) and L_s + R_s = 2γ, so the sum is eγ(1 − P²). Their ratio minus 1 is P²/(1 − P²). ∎

Charging thus multiplies the magnetoresistance by 4/3, though it lowers both currents. If the bias is raised until ε + U also lies well inside the window, all Fermi factors are those of U = 0 and this smaller value applies, provided no second orbital has entered the window. With the example values used below (second orbital 15 meV above the first, U = 20 meV) the second orbital enters first, and the single-level result no longer describes the dot at that bias.

Julliere's rule for direct tunnelling takes the conductance proportional to the sum over spins of the product of the two densities of states. These sums are proportional to (1 + P)² + (1 − P)² = 2(1 + P²) and 2(1 + P)(1 − P) = 2(1 − P²), so

MR_J = (1 + P²)/(1 − P²) − 1 = 2P²/(1 − P²).

The theorem gives two thirds of this value.

**8. Proposition 2: unequal contacts**

Let γ now be the drain rate, aγ the source rate, and P_S and P_D the polarizations. Then

MR = 4aP_S P_D/[1 − P_D² + 2a(1 − P_S P_D)].

Proof. Now L_s = aγ(1 + sP_S) and R_s = γ(1 + ηsP_D). The sum of ratios is

Σ_η = a[(1 + P_S)(1 − ηP_D) + (1 − P_S)(1 + ηP_D)]/(1 − P_D²)
= 2a(1 − ηP_S P_D)/(1 − P_D²),

because the terms linear in P_S and P_D cancel. The numerator of the current, 2aeγ, does not depend on η. Hence

MR = (1 + Σ₋)/(1 + Σ₊) − 1 = (Σ₋ − Σ₊)/(1 + Σ₊).

Here Σ₋ − Σ₊ = 4aP_S P_D/(1 − P_D²). Multiplying numerator and denominator by 1 − P_D² gives the result. ∎

For equal polarizations the denominator factorizes:

MR = 4aP²/[(1 + 2a)(1 − P²)],

and a = 1 returns the theorem. Two limits show what sets the effect:

- For a → 0 the source is the bottleneck. The dot is almost always empty, the drain orientation does not matter, and MR → 0.
- For a → ∞ the dot is refilled at once, the dwell time controls the current, and MR → 2P_S P_D/(1 − P_S P_D). For equal polarizations this is Julliere's value.

Reversing the bias exchanges the roles of the contacts. At equal polarizations it replaces a by 1/a, so a device with equal, nonzero polarizations and a ≠ 1 has different magnetoresistance for the two bias directions.

**9. Proposition 3: spin relaxation**

Let the dot spin flip in either direction at rate 1/(2T1); equal rates require the spin splitting to be small compared with kT. For identical contacts, with λ = 1/(γT1),

MR = 4P²/[3(1 − P² + λ)].

Proof. Each rate equation gains a flip term:

dp_s/dt = L_s p_0 − R_s p_s − (p_s − p_−s)/(2T1).

Let S = p_↑ + p_↓ and D = p_↑ − p_↓. The sum and difference of the steady equations, divided by γ, are

0 = 2p_0 − S − ηPD,
0 = 2Pp_0 − D − ηPS − λD.

The first gives S = 2p_0 − ηPD. Inserting this in the second, with η² = 1,

0 = 2Pp_0(1 − η) − D(1 − P² + λ).

For η = +1 this forces D = 0. Then S = 2p_0, p_0 = 1/3, and I_P = 2eγ/3 is unchanged. For η = −1,

D = 4Pp_0/(1 − P² + λ), S = 2p_0 + PD.

Normalization, p_0 + S = 1, gives

p_0[3 + 4P²/(1 − P² + λ)] = 1.

Since I_AP = 2eγp_0, the ratio I_P/I_AP is one third of the bracket, and subtracting 1 proves the claim. ∎

Relaxation frees the blocked spin. The theorem needs λ ≪ 1 − P², not merely λ ≪ 1. For P → 1 its divergence is cut off at 4γT1/3.

**10. Proposition 4: precession**

Let a static field make the dot spin precess with frequency components ω_x across and ω_z along the magnetization axis. Proposition 3 then holds with

λ = ω_x²/(γ² + ω_z²).

Proof. Coherence between ↑ and ↓ now matters, so the occupied dot is described by a 2×2 matrix ρ = ½(S + m·σ), where σ is the vector of Pauli matrices and m_z = D. Tunnelling and precession give

dρ/dt = −(i/2)[ω·σ, ρ] + γp_0(1 + Pσ_z) − ½(Gρ + ρG), G = γ(1 + ηPσ_z).

The commutator produces dm/dt = ω × m. Since σ_zρ + ρσ_z = Sσ_z + m_z, the last term removes S at rate γ(S + ηPm_z), m_z at rate γ(m_z + ηPS), and m_x and m_y at rates γm_x and γm_y. The equation for S is as before. The others are, in the steady state,

0 = −ω_z m_y − γm_x,
0 = ω_z m_x − ω_x m_z − γm_y,
0 = 2γPp_0 − γ(m_z + ηPS) + ω_x m_y.

The first gives m_x = −ω_z m_y/γ. The second then gives m_y = −γω_x m_z/(γ² + ω_z²). The last term of the third becomes −γλm_z with the stated λ, which is the relaxation term of Proposition 3. ∎

A longitudinal field that increases |ω_z| reduces λ and so protects the magnetoresistance. Any spin splitting that the contacts induce along their own axis enters through ω_z.

**11. Worked example**

The parameters are round values chosen for illustration, with a self-assembled InAs dot and cobalt or nickel contacts in mind: P = 0.40, ħγ = 0.010 meV, U = 20 meV, V = 10 mV and T = 4.2 K. The level is midway between the Fermi levels.

Here kT = 0.362 meV. The level is 5 meV, or 13.8 kT, from either Fermi level, and double occupation lies 15 meV, or 41.4 kT, above μ_S. The ratio ħγ/kT is 0.028, so (A1) to (A3) are well met.

The tunnel rate is γ = 1.519 × 10¹⁰ s⁻¹. With P² = 0.16,

I_P = (2/3)eγ = 1.62 nA,
I_AP = 2(0.84)/(3.16) eγ = 0.532 eγ = 1.29 nA,
MR = 4(0.16)/[3(0.84)] = 0.254, or 25.4 %.

The antiparallel probabilities are p_0 = 0.266, p_↑ = 0.620 and p_↓ = 0.114. The mean cycle lengthens from 98.7 ps to 123.8 ps. A random simulation of 400,000 tunnelling cycles in each configuration gives 25.40 %. The spread of the cycle times implies a standard error of about 0.2 percentage points, so the agreement in the last digits is accidental.

Without charging the value would be 19.0 %, and Julliere's rule gives 38.1 %. The dependence on polarization is steep: the theorem gives 5.6 % at P = 0.2, 75 % at P = 0.6 and 237 % at P = 0.8.

As a check on Lemmas 1 and 2, the four-state equations with Fermi functions were solved numerically for U = 10⁶ kT and eV = 10³ kT. At P = 0.1, 0.4, 0.7 and 0.95 they agree with the theorem to a relative accuracy better than 10⁻⁸.

**12. Size of the neglected effects**

The shifts below are relative to the 25.4 % unless stated otherwise.

- Finite temperature and finite U at 4.2 K: −1 × 10⁻⁶.
- Zeeman splitting: with |g| = 8 and 0.1 T it is 0.046 meV. If the field lies along the magnetization axis and does not switch either contact, the magnetoresistance stays at 25.4 %. A transverse field of this size would make the spin precess and, by Proposition 4, nearly destroy the effect.
- Spin relaxation: an assumed T1 of 1 μs gives λ = 6.6 × 10⁻⁵ and a shift of −8 × 10⁻⁵. Halving the effect requires λ = 1 − P², or T1 = 78 ps.
- Nuclear hyperfine field: an assumed transverse precession energy of 0.5 μeV gives λ = (0.5/10)² = 0.0025 for ω_z = 0, and a shift of −0.3 %.
- Level broadening: the thermal bias window was averaged over a Lorentzian of full width ħ(L_s + R_s) for each spin. This was done without charging, and the shift relative to the charge-free value is −0.13 %. It is not a correction to the interacting result, for which the broadening was not computed.
- Spin-flip cotunnelling: one electron enters virtually and the other leaves. If only the path through the doubly occupied dot is kept and the rates are taken as unpolarized, the rate divided by γ is roughly (ħγ/2π)∫dE/(U − E)², with E from −5 to 5 meV measured from the level. This gives 4 × 10⁻⁵. It is one term among several of the same order: thermal flips with the source alone add about 4 × 10⁻⁵, those with the drain alone about 2 × 10⁻⁵, and the interference with the path through the empty dot about 8 × 10⁻⁵. The path through the empty dot by itself corrects the sequential rates by a relative amount of order ħγ/(π × 5 meV) = 6 × 10⁻⁴. All of these are small beside 1 − P² = 0.84.
- A second orbital 15 meV above the first: the source occupation at that energy is 10⁻¹² at 4.2 K.

At 77 K the single-level model gives 19.5 %. The thermal energy is then 6.6 meV, larger than the 5 meV between the level and either Fermi level, so the high-bias condition fails. The source occupation at the second orbital is 0.18, so that orbital also carries current, which the single-level model leaves out.

In a real device the two tunnel couplings need not be equal. In this model, at fixed P, a source rate twice the drain rate gives 30.5 %, and a source rate half the drain rate gives 19.0 %. The latter equals the charge-free value of identical contacts because 4a/(1 + 2a) = 1 at a = 1/2. The polarization that matters is that of the electrons tunnelling through the actual interface; if it were 0.2 instead of 0.4, the result would fall to 5.6 %. The coupling γ can also differ by orders of magnitude between devices. If it were ten times smaller at the same hyperfine field, λ would rise to 0.25, no longer small beside 1 − P² = 0.84. The 25.4 % is therefore the value for matched contacts with the stated polarization and coupling, not a prediction for a particular device. The numerical output lists the values used here.

Computed results

```
polarization P = 0.40
hbar*gamma = 0.010 meV; gamma = 1.5193e+10 1/s
charging energy = 20.0 meV; bias = 10.0 mV
temperature = 4.2 K; kT = 0.3619 meV
hbar*gamma/kT = 0.0276
level to either Fermi level = 13.81 kT
double occupation above source Fermi level = 41.44 kT
parallel p0, p_up, p_down = 0.3333, 0.3333, 0.3333
antiparallel p0, p_up, p_down = 0.2658, 0.6203, 0.1139
I_P = 0.6667 e*gamma = 1.6228 nA
I_AP = 0.5316 e*gamma = 1.2941 nA
mean cycle time, parallel = 98.73 ps
mean cycle time, antiparallel = 123.81 ps
MR (divided by I_AP) = 25.397 %
same difference divided by I_P = 20.253 %
MR from 400000 random cycles = 25.40 %
MR without charging energy = 19.048 %
Julliere MR = 38.095 %
MR at P = 0.2: 5.556 %
MR at P = 0.6: 75.000 %
MR at P = 0.8: 237.037 %
MR, source rate twice drain rate = 30.476 %
MR, source rate half drain rate = 19.048 %
finite T and U at 4.2 K: relative MR shift = -1.00e-06
MR at 77 K, same single level = 19.538 %
Zeeman inputs: |g| = 8.0, field = 0.10 T
Zeeman splitting = 0.0463 meV
MR with Zeeman splitting, 4.2 K = 25.397 %
T1 = 1.0 us; 1/(gamma*T1) = 6.58e-05
relaxation: relative MR shift = -7.84e-05
T1 that halves MR = 78.36 ps
hyperfine precession energy = 0.50 ueV
hyperfine field: relative MR shift = -2.97e-03
broadening (no charging): relative MR shift = -1.30e-03
spin-flip cotunnelling rate/gamma = 4.24e-05
second orbital gap = 15.0 meV
source occupation at second orbital, 4.2 K = 1.00e-12
same at 77 K = 0.181
```
